\section*{Entropy against mixing enthalpy in a five-cation oxide}

\section*{Data for all parts}

An oxide MO has one cation site and one oxygen site per formula unit. Five cation species share the cation sites in equal amounts and at random; every oxygen site is filled. Forming this solid from the five separate pure oxides costs a mixing enthalpy $H=13.0$ kJ/mol, taken as independent of temperature. All molar quantities are per mole of cation sites, and $R=8.3145$ J/(mol K). The Gibbs energy $G$ is measured from the five separate pure oxides. The parameters are round values.

\section*{Part (a): configurational entropy}

\textbf{Question.} Derive the configurational entropy for cation fractions $x_i$. Show which fractions maximize it, and evaluate it there.

\textbf{Answer.} With $N_i=x_iN$ cations of species $i$ on $N$ sites, the number of distinct arrangements is $W=N!/\prod_i N_i!$. For large $n$, Stirling's formula gives $\ln n!\simeq n\ln n-n$. Since $\sum_iN_i=N$, the linear terms cancel:
\begin{align}
\ln W&\simeq N\ln N-N-\sum_i(N_i\ln N_i-N_i)\nonumber\\
&=\sum_iN_i(\ln N-\ln N_i)=-N\sum_ix_i\ln x_i .
\end{align}
Random occupation makes all arrangements equally likely, so $S=k_B\ln W$. For one mole of sites,
\begin{equation}
S=-R\sum_ix_i\ln x_i .
\end{equation}
The filled oxygen sublattice has one arrangement, as does each pure oxide, so neither adds to this entropy difference.

To find the maximum, use $\ln y\le y-1$, with equality at $y=1$. If all $x_i>0$,
\begin{equation}
\frac SR-\ln5=\sum_ix_i\ln\frac1{5x_i}
\le\sum_ix_i\left(\frac1{5x_i}-1\right)=1-1=0 .
\end{equation}
If some species are absent, the first sum on the right has fewer than five terms and the bound is negative. The maximum is therefore at $x_i=1/5$:
\begin{equation}
S=R\ln5=8.3145\times1.6094=13.38\ \text{J/(mol K)} .
\end{equation}
This is a large-crystal result: $(\ln W)/N$ is 1.164 for 10 sites, 1.596 for 1000 and 1.609 for a million.

\section*{Part (b): compensation}

\textbf{Question.} At what temperature $T^*$ does this entropy compensate the enthalpy? Find $G$ at 300 K and 1250 K, and the sensitivity of $T^*$ to $H$.

\textbf{Answer.} The Gibbs energy of complete mixing is $G=H-TR\ln5$. Setting it to zero gives
\begin{equation}
T^*=\frac{H}{R\ln5}=\frac{13000}{13.382}\ \text{K}\simeq971\ \text{K}\quad(698\,^\circ\text{C}).
\end{equation}
Because $dG/dT=-R\ln5<0$, separation into pure oxides is favoured over complete mixing below $T^*$, and complete mixing is favoured above it:
\begin{align}
G(300\ \text{K})&=13.0-300\times0.013382=+8.99\ \text{kJ/mol},\\
G(1250\ \text{K})&=13.0-1250\times0.013382=-3.73\ \text{kJ/mol}.
\end{align}
The sensitivity is $dT^*/dH=1/(R\ln5)$, or 75 K for each kJ/mol. An enthalpy known to 1 kJ/mol thus fixes $T^*$ to about 75 K either way.

The molar basis matters. There are two atoms per cation site, so 13 kJ per mole of \emph{atoms} would mean 26 kJ per mole of cation sites, and $T^*$ would be 1943 K.

\section*{Part (c): small composition fluctuations}

\textbf{Question.} Part (b) compares two states only. Suppose now that all phases share one crystal structure with 12 nearest cation neighbours per site, and that each unlike neighbour pair costs an energy $w$. Using random mixing, find $H(x)$, fix its parameter from the data, and find where the equimolar solid becomes unstable to small composition changes.

\textbf{Answer.} Each pair is shared by two sites, so there are six pairs per site. Two random neighbours are unlike with probability $1-\sum_ix_i^2$. Hence
\begin{equation}
H(x)=6w\left(1-\sum_ix_i^2\right)=\frac\Omega2\left(1-\sum_ix_i^2\right),\qquad \Omega=12w .
\end{equation}
At equal fractions $H=(\Omega/2)(4/5)=2\Omega/5$. Therefore $\Omega=5H/2=32.5$ kJ/mol and $w=2.708$ kJ/mol. With $K=\Omega/RT$,
\begin{equation}
\frac{G(x)}{RT}=\sum_ix_i\ln x_i+\frac K2\left(1-\sum_ix_i^2\right).
\label{eq:G}
\end{equation}
Change the fractions by $\epsilon_i$, with $\sum_i\epsilon_i=0$. At equal fractions the linear terms cancel. The second derivative of $x\ln x$ is $1/x$, so the second-order change is
\begin{equation}
\frac{\delta^2G}{RT}=\frac12\sum_i\left(\frac1{x_i}-K\right)\epsilon_i^2
=\frac{5-K}{2}\sum_i\epsilon_i^2 .
\label{eq:second}
\end{equation}
It is negative when $K>5$, that is, below
\begin{equation}
T_s=\frac{\Omega}{5R}=\frac{32500}{5\times8.3145}\ \text{K}\simeq782\ \text{K}.
\end{equation}

\section*{Part (d): partly demixed phases}

\textbf{Question.} In the same model, find the temperature $T_d$ above which no set of phases with the same overall composition has a lower Gibbs energy than the equimolar solid. Neglect interface energies. What does this imply at $T^*$?

\textbf{Answer.} No set of phases can have a mean $G$ below the global minimum of $G(x)$. That minimum can be reached: take the five cyclic permutations of the minimizing composition (itself included), in equal amounts. Each species then has overall fraction $\frac15\sum_ix_i=\frac15$. It is enough, therefore, to find the global minimum of (\ref{eq:G}).

All fractions are positive at the minimum, because the slope of $x\ln x$ tends to $-\infty$ as $x\to0$. A Lagrange multiplier for $\sum_ix_i=1$ gives
\begin{equation}
\ln x_i-Kx_i=\text{the same constant for every }i .
\end{equation}
The left side rises up to $x=1/K$ and then falls, so at most two values of $x_i$ occur, one on each side of $1/K$. Two fractions equal to $b>1/K$ are impossible at a minimum: moving $\epsilon$ from one to the other changes $G/RT$ by $(1/b-K)\epsilon^2<0$. Either all fractions are equal, or one is $a$ and the other four are $(1-a)/4$.

Put $u=a-\frac12$. Then
\begin{align}
\sum_ix_i^2&=\left(\tfrac12+u\right)^2+\tfrac14\left(\tfrac12-u\right)^2
=\tfrac5{16}+\tfrac34u+\tfrac54u^2,\\
\frac{G}{RT}&=a\ln a+(1-a)\ln(1-a)-\left(\tfrac12-u\right)\ln4\nonumber\\
&\quad+\frac K2\left(\tfrac{11}{16}-\tfrac34u-\tfrac54u^2\right).
\end{align}
The part odd in $u$ is $u(\ln4-3K/8)$. It vanishes at $K_d=\frac83\ln4=3.697$, where $G$ is symmetric about $a=\frac12$ and
\begin{equation}
\frac{d}{da}\frac{G}{RT}=\ln\frac a{1-a}-\frac{10}{3}\ln4\left(a-\frac12\right).
\end{equation}
This slope is zero at $a=\frac15,\frac12,\frac45$. Its derivative, $1/[a(1-a)]-\frac{10}3\ln4$, has two zeros, so the slope has no more than three. The derivative is negative at $a=\frac12$, which is a maximum; the slope is negative near $a=0$ and positive near $a=1$, so $\frac15$ and $\frac45$ are minima. By symmetry they are equally deep.

For any other $K$, compare a composition with the equimolar one:
\begin{equation}
\frac{G(x)-G_{\rm eq}}{RT}=\sum_ix_i\ln x_i+\ln5-\frac K2\left(\sum_ix_i^2-\frac15\right).
\end{equation}
The last bracket is positive unless all fractions are equal. Lowering $K$ from $K_d$ therefore raises every other composition relative to the equimolar one, while raising $K$ takes the composition with $a=\frac45$ below it. Since $K$ falls as $T$ rises, the threshold is
\begin{equation}
T_d=\frac{\Omega}{RK_d}=\frac{5H}{2R}\,\frac{3}{8\ln4}
=\frac{15H}{16R\ln4}\simeq1057\ \text{K}\quad(784\,^\circ\text{C}).
\end{equation}
The ratio $T_d/T^*=15\ln5/(16\ln4)=1.088$ does not depend on $H$. Numerical minimization along the line with one rich species also gives 1057 K.

At $T^*$ the fully mixed and fully separated states both have $G=0$, but five partly demixed phases reach $-0.70$ kJ/mol. Each has a fraction 0.889 of its main cation and 0.028 of each other cation. Compensation at $T^*$ is therefore not the onset of equilibrium single-phase stability in this model. Between $T_s$ and $T_d$ the equimolar solid is metastable: it resists small fluctuations but is not the state of lowest $G$. Both temperatures, and the width of this window, are results of the random-mixing (mean-field) approximation within each phase; they are not exact for the pair model on its lattice.

\section*{Part (e): corrections to the compensation temperature}

\textbf{Question.} Estimate separately how $T^*$ changes with (i) short-range order in the pair model, (ii) a 2\% softening of all vibrations on mixing, (iii) 1\% oxygen vacancies in the mixed oxide alone, and (iv) fractions $0.25,0.20,0.20,0.20,0.15$.

\textbf{Answer.} (i) Let $E$ be the energy of an arrangement and let angle brackets denote the average over random arrangements. Expanding to second order in $1/k_BT$,
\begin{equation}
-k_BT\ln\left\langle e^{-E/k_BT}\right\rangle
\simeq\langle E\rangle-\frac{\mathrm{var}(E)}{2k_BT}.
\end{equation}
A pair is unlike with probability $\frac45$, so its energy has variance $\frac45\cdot\frac15w^2$. Two pairs sharing a site are uncorrelated: whatever the shared cation, each neighbour differs from it independently with probability $\frac45$. The variance per site is thus $v=6\times\frac4{25}w^2=7.04$ (kJ/mol)$^2$. Sampling 8000 random arrangements of a 500-site lattice gives 6.75 (kJ/mol)$^2$, 4\% less than this large-crystal value. Fixing the composition in so small a cell accounts for 2.6\%, and the rest is sampling scatter. The condition $H-TS-v/(2RT)=0$, multiplied by $T$, is quadratic. The root that tends to $T^*$ as $v\to0$ is
\begin{equation}
T=\frac{H+\sqrt{H^2-2v\ln5}}{2R\ln5}\simeq938\ \text{K},
\end{equation}
34 K below $T^*$. This is a leading-order estimate for the uniform solid, and it understates the shift. For an isolated tetrahedron of four sites at the same $w/RT^*$, the full free-energy gain is 1.20 times the leading term. In the rock-salt cation lattice each neighbour pair belongs to four triangles of neighbours, not two as in the tetrahedron, and the neglected terms are larger still. Short-range order lowers $T_d$ as well, because it stabilizes the mixed solid more than the nearly pure demixed phases; the size of that shift is not derived here. The corrected compensation temperature still lies below $T_d$, so it refers to a uniform solid that is not the equilibrium state.

(ii) Two atoms per formula unit give six modes. In the classical limit each contributes $RT\ln(\hbar\omega/k_BT)$ to the free energy. Multiplying all frequencies by 0.98 adds an entropy $6R\ln(1/0.98)=1.008$ J/(mol K), so
\begin{equation}
T=\frac{13000}{13.382+1.008}\ \text{K}\simeq903\ \text{K}.
\end{equation}
Quantum oscillators with a characteristic temperature of 500 K in the pure oxides give 902 K. Stiffening would raise the temperature instead.

(iii) Let a vacancy cost $g$, including the release of oxygen to the gas. For independent vacancies of site fraction $\delta$, the Gibbs energy is $\delta g+RT[\delta\ln\delta+(1-\delta)\ln(1-\delta)]$. Its minimum requires $g=RT\ln[(1-\delta)/\delta]$. Substitution cancels the terms in $\delta\ln\delta$ and leaves $RT\ln(1-\delta)$, which is $-0.081$ kJ/mol at $T^*$ for $\delta=0.01$. With $\delta$ held fixed, the compensation temperature falls by 6 K. This counts only the arrangements of the vacancies. Each vacancy also leaves two electrons; if they sit at random on the cations, their arrangements add entropy and the fall is larger.

(iv) The entropy becomes 13.277 J/(mol K). With $H$ held at 13 kJ/mol, compensation moves to 979 K. In the pair model $H$ changes too: $\sum_ix_i^2=0.205$ gives $H=16.25\times0.795=12.92$ kJ/mol, and the temperature is about 973 K.

\section*{Part (f): comparison with real oxides}

\textbf{Question.} Which conclusions carry over to five-cation rock-salt oxides, fired at roughly 1250 K?

\textbf{Answer.} The chosen enthalpy puts both $T^*$ and $T_d$ below this rough firing temperature. The formula for $T^*$ does not depend on the origin of $H$, but $T_d$ does. In real systems some constituent oxides may prefer another crystal structure, which breaks the assumption that all phases share one structure. Consider the opposite limit: ideal mixing, with a cost $h_i$ for bringing pure oxide $i$ into the common structure. Species $i$ does not separate as its pure oxide if $h_i+RT\ln\frac15\le0$, or $T\ge h_i/(R\ln5)$. If two species carry the whole penalty equally, $\frac25h=13$ kJ/mol gives $h=32.5$ kJ/mol and a threshold of $2.5\,T^*\simeq2430$ K, ignoring melting. The same total enthalpy can thus imply very different stability limits, and a firing temperature cannot be chosen from $T^*$ alone.

At 300 K the model solid lies 8.99 kJ/mol above the separate oxides. In the pair model 300 K is also below $T_s$, so a quenched single phase would be unstable even to small composition changes, not metastable. This conclusion belongs to the pair model, which has no elastic strain; in a real crystal, strain between cations of different size opposes small composition changes. In the ideal-mixing limit $G$ is convex within the common structure, and the quenched phase is metastable. Its survival would depend on slow cation diffusion, whose rate is not calculated here.

\section*{Calculated quantities}
\begin{verbatim}
Mixing enthalpy H: 13.0 kJ/mol of cation sites
Gas constant R: 8.3145 J/(mol K)
ln 5: 1.6094
Ideal entropy R ln 5: 13.382 J/(mol K)
Compensation temperature T*: 971.5 K
T* in Celsius: 698.3 C
T* from factorials, N = 5e+08: 971.5 K
Arrangements of 10 cations, 2 of each: 113400
(ln W)/N for N = 10: 1.16387
(ln W)/N for N = 1000: 1.59597
(ln W)/N for N = 1000000: 1.60941
G of mixing at 300 K: 8.99 kJ/mol
G of mixing at 1250 K: -3.73 kJ/mol
Change of T* per 1 kJ/mol in H: 74.7 K
T* if H were per mole of atoms: 1943 K
Pair-model parameter Omega: 32.50 kJ/mol
Full-mixing threshold T_d: 1057.4 K
T_d in Celsius: 784.2 C
T_d from numerical minimization: 1057.4 K
Ratio T_d/T*: 1.0884
Rich-cation fraction at T_d: 0.800
Local stability limit T_s: 781.8 K
Lowest G at T*, pair model: -0.701 kJ/mol
Rich-cation fraction at T*: 0.889
Each minor-cation fraction at T*: 0.0278
Unlike-pair energy w: 2.708 kJ/mol
Energy variance per site: 7.04 (kJ/mol)^2
Variance from sampled lattice: 6.75 (kJ/mol)^2
Short-range-order G at T*: -0.436 kJ/mol
T* with short-range order, leading: 937.7 K
Exact/leading order gain, tetrahedron: 1.20
Assumed softening of vibrations: 2 %
Vibrational excess entropy: 1.008 J/(mol K)
T* with softening, classical: 903.4 K
Oscillator temperature in quantum test: 500 K
T* with softening, quantum: 901.9 K
Assumed oxygen-vacancy fraction: 1 %
Vacancy contribution to G at T*: -0.081 kJ/mol
T* with vacancies: 965.5 K
Uneven cation fractions: 0.25 0.20 0.20 0.20 0.15
Entropy at uneven fractions: 13.277 J/(mol K)
T* at uneven fractions, same H: 979.2 K
\end{verbatim}
